# Gain Saturation in a Travelling-Wave Amplifier without Internal Loss, part 1

(Sections cited here and not found follow in the second part.)

## The saturation law and its integral

Light enters an amplifier of length $L$ with power $P_{\rm in}$ and leaves it with power $P_{\rm out}$. Let $G=P_{\rm out}/P_{\rm in}$ be the gain, $G_0$ its value for vanishing input, and $P_s$ the saturation power, defined below. If the local gain coefficient falls with the local power $P$ as $1/(1+P/P_s)$, the pumping is uniform and the waveguide has no internal loss, then

$$
\frac{P_{\rm in}}{P_s}=\frac{\ln(G_0/G)}{G-1}.
\tag{1}
$$

The relation is implicit: it gives the input power that belongs to a chosen gain, and must be solved for $G$ when the input is given. An equivalent form is

$$
G=G_0\exp\left[-(G-1)\frac{P_{\rm in}}{P_s}\right].
\tag{2}
$$

The derivation has two parts. A balance of charge carriers shows how the local gain depends on the local power. The growth of the power along the guide is then integrated.

### Carrier balance at one position

Consider a semiconductor amplifier whose active region has width $w$, thickness $d$ and cross-section $A=wd$. One guided wave of frequency $\nu$ travels in the direction of increasing $z$ and carries the power $P(z)$. A fraction $\Gamma$ of this power, the confinement factor, lies inside the active region.

Let $N$ be the density of electron–hole pairs. The material gain is taken as linear in $N$ over the whole range of densities used below, with differential gain $a$ (an area) and transparency density $N_0$, at which absorption and stimulated emission balance. This is an idealization: at fixed wavelength a real gain curve bends downward, so one straight line cannot match both the slope at the operating point and the true transparency density. The wave then has the modal power-gain coefficient

$$
g=\Gamma a\,(N-N_0).
\tag{3}
$$

In a length $dz$ the wave gains the power $gP\,dz$, which is $gP\,dz/(h\nu)$ photons per unit time. Each net stimulated emission removes one electron–hole pair. The pairs come from the volume $A\,dz$, so the stimulated loss of carriers per unit volume and time is

$$
\frac{gP}{h\nu A}=\frac{\Gamma a(N-N_0)P}{h\nu A}.
\tag{4}
$$

Here $N$ is taken as uniform over the cross-section, and carrier diffusion along $z$ is neglected.

Carriers are also lost by all other recombination, at a rate $R(N)$ per unit volume. The pump supplies pairs at a rate that is the same at every $z$. Without light, the density settles at a value $N_u$ at which supply and recombination balance, so the supply rate equals $R(N_u)$. With light present,

$$
\frac{dN}{dt}=R(N_u)-R(N)-\frac{\Gamma a(N-N_0)P}{h\nu A}.
\tag{5}
$$

In the steady state the left side vanishes:

$$
R(N_u)-R(N)=\frac{\Gamma a(N-N_0)P}{h\nu A}.
\tag{6}
$$

The pump is assumed strong enough to give gain, so $N_u>N_0$.

### The lifetime that governs saturation

The function $R(N)$ is in general nonlinear. We expand it to first order about the unsaturated density:

$$
R(N)\simeq R(N_u)+\frac{N-N_u}{\tau},
\qquad
\frac1\tau=\left.\frac{dR}{dN}\right|_{N_u}.
\tag{7}
$$

The time $\tau$ is the differential lifetime. It differs from the total lifetime $N_u/R(N_u)$ unless $R$ is proportional to $N$. The differential lifetime enters because saturation is a matter of changes: light lowers the density by $N_u-N$, and what counts is by how much the other recombination falls in response.

Inserting (7) in (6) gives

$$
\frac{N_u-N}{\tau}=\frac{\Gamma a(N-N_0)P}{h\nu A}.
\tag{8}
$$

Multiply by $\tau$ and collect the constants in the saturation power

$$
P_s=\frac{h\nu A}{\Gamma a\tau}.
\tag{9}
$$

Equation (8) becomes $N_u-N=(N-N_0)P/P_s$. On the left, write $N_u-N=(N_u-N_0)-(N-N_0)$ and move the second term to the right:

$$
N_u-N_0=(N-N_0)\left(1+\frac{P}{P_s}\right).
\tag{10}
$$

Solving for $N-N_0$ and multiplying by $\Gamma a$ gives the local saturation law

$$
g(P)=\frac{g_0}{1+P/P_s},
\qquad
g_0=\Gamma a(N_u-N_0).
\tag{11}
$$

At $P=P_s$ the local gain coefficient is half its small-signal value. The saturation is called homogeneous because one carrier population, described by the single number $N$, supplies the gain and is depleted as a whole.

The factors in (9) have a direct reading. The mean intensity in the active region is $\Gamma P/A$. At $P=P_s$ it equals $h\nu/(a\tau)$, so that stimulated emission and the differential recombination act at the same rate, $1/\tau$. A larger ratio $A/\Gamma$, a smaller $a$ or a shorter $\tau$ raises $P_s$. By (11), however, a smaller $\Gamma$ or $a$ also lowers $g_0$, unless $N_u-N_0$ is raised to compensate.

To first order in $P$, the law (11) follows from the full balance (6) without further approximation. For small $P$ the left side of (6) is $(N_u-N)/\tau$, while $N$ on the right may be replaced by $N_u$; hence $(N_u-N)/(N_u-N_0)=P/P_s$. At larger powers, (11) depends on the linearization (7), whose error is estimated in the second half.

The steady state also limits how fast the input may change. With (7) and (9), equation (5) reads

$$
\frac{dN}{dt}=\frac1\tau\left[(N_u-N)-(N-N_0)\frac{P}{P_s}\right].
\tag{12}
$$

At fixed $P$ the coefficient of $N$ on the right is $-(1+P/P_s)/\tau$. A deviation from the steady density therefore decays with the time $\tau/(1+P/P_s)$, which is at most $\tau$. The static law is appropriate if the power varies slowly compared with $\tau$ and changes little during the transit through the amplifier.

### Integration along the guide

Without internal loss, facet reflection or spontaneous emission into the guided wave, the power changes through the gain alone. In the steady state,

$$
\frac{dP}{dz}=g(P)P=\frac{g_0P}{1+P/P_s}.
\tag{13}
$$

Since $P>0$, we may multiply by $(1+P/P_s)/P$ and separate the variables:

$$
\left(\frac1P+\frac1{P_s}\right)dP=g_0\,dz.
\tag{14}
$$

The pump is uniform, so $g_0$ does not depend on $z$; nor does $P_s$. Integrating from the entrance, where $P=P_{\rm in}$, to a position $z$ gives

$$
\ln\frac{P(z)}{P_{\rm in}}+\frac{P(z)-P_{\rm in}}{P_s}=g_0z.
\tag{15}
$$

The first term alone would give exponential growth, $P=P_{\rm in}e^{g_0z}$. The second alone would give linear growth, $P=P_{\rm in}+g_0P_sz$. The wave grows nearly exponentially where $P\ll P_s$ and nearly linearly where $P\gg P_s$.

At the exit, $z=L$ and $P(L)=GP_{\rm in}$. Define

$$
x=\frac{P_{\rm in}}{P_s},\qquad G_0=e^{g_0L}.
\tag{16}
$$

Then $(P_{\rm out}-P_{\rm in})/P_s=x(G-1)$, and (15) becomes

$$
\ln G+x(G-1)=\ln G_0.
\tag{17}
$$

Moving $\ln G$ to the right and dividing by $G-1$ gives (1); exponentiating gives (2). The division is allowed because $G>1$, as shown next. When the output power is the known quantity, $x=P_{\rm out}/(GP_s)$ turns (17) into

$$
\ln\frac{G_0}{G}=\left(1-\frac1G\right)\frac{P_{\rm out}}{P_s}.
\tag{18}
$$

There is a second way to see why the result has this form. From (11), $g(1+P/P_s)=g_0$, so $g_0-g=gP/P_s$. By (13), $gP=dP/dz$. Hence

$$
\int_0^L(g_0-g)\,dz=\frac1{P_s}\int_0^L\frac{dP}{dz}\,dz
=\frac{P_{\rm out}-P_{\rm in}}{P_s}.
\tag{19}
$$

The left side is $\ln G_0-\ln G$. The loss of logarithmic gain is thus the power extracted from the medium, measured in units of $P_s$.

### One solution, and its explicit form

For given $x>0$ and $G_0>1$, consider $F(G)=\ln G+x(G-1)$ for $G>0$. Its derivative $1/G+x$ is positive, so $F$ rises strictly and (17) has at most one root. Since $F(1)=0<\ln G_0$ and $F(G_0)=\ln G_0+x(G_0-1)>\ln G_0$, the root exists and satisfies

$$
1<G<G_0.
\tag{20}
$$

Saturation lowers the gain but does not turn this amplifier into an absorber. By (11), $g$ stays positive at every finite power.

The root can be written with the Lambert function $W$, defined by $We^W=y$ for an argument $y$. Move the constant $-x$ in (17) to the right, so that $\ln G+xG=\ln G_0+x$, and exponentiate:

$$
Ge^{xG}=G_0e^x.
\tag{21}
$$

Multiplication by $x$ gives $(xG)e^{xG}=xG_0e^x$, which is the defining equation of $W$ with $W=xG$. Therefore

$$
G=\frac{W(xG_0e^x)}{x}.
\tag{22}
$$

The argument is positive, and for a positive argument the principal branch is the one real solution.

The relation was compared with direct numerical integration of (13) for $G_0=1.5$, $10$ and $403.43$, each with $x=10^{-4}$, $0.02$, $0.7$ and $5$. In all twelve cases the two values of $\ln G$ agreed to within $10^{-8}$.

### Response to changes of input and pumping

Differentiate (17) with respect to $x$ at fixed $G_0$:

$$
\frac1G\frac{dG}{dx}+(G-1)+x\frac{dG}{dx}=0.
\tag{23}
$$

The two terms in $dG/dx$ combine to $(1+xG)G^{-1}\,dG/dx$, so that

$$
\frac{d\ln G}{dx}=-\frac{G-1}{1+xG}.
\tag{24}
$$

The right side is negative by (20): the gain falls steadily as the input rises. The output nevertheless increases. Since $P_{\rm out}/P_s=xG$,

$$
\frac{dP_{\rm out}}{dP_{\rm in}}=G+x\frac{dG}{dx}
=G-\frac{xG(G-1)}{1+xG}
=\frac{G(1+x)}{1+xG}>0.
\tag{25}
$$

This is the incremental gain for a small, slow change of the input about a steady level. Dividing it by $G$ compares relative changes: a small fractional change of input is reduced at the output by the factor $(1+x)/(1+xG)$, which is less than one.

A change of length enters through $G_0$. So does a change of pumping, if the accompanying change of $\tau$, and hence of $P_s$, is neglected. At fixed $x$, the differential of (17) is $(1/G+x)\,dG=d\ln G_0$. With $dG=G\,d\ln G$,

$$
\left.\frac{\partial\ln G}{\partial\ln G_0}\right|_x
=\frac1{1+xG}=\frac1{1+P_{\rm out}/P_s}.
\tag{26}
$$

By (11) this is the local gain coefficient at the exit divided by $g_0$. The agreement is to be expected: a short added piece of amplifier works at the power present at the exit.

### When the signal is weak

Because $G<G_0$, equation (17) gives $\ln(G_0/G)=x(G-1)<x(G_0-1)$, or

$$
G_0\,e^{-x(G_0-1)}<G<G_0.
\tag{27}
$$

The gain is therefore close to $G_0$ if $x(G_0-1)\ll1$. To first order, (24) at $x=0$ gives

$$
G\simeq G_0\left[1-(G_0-1)x\right].
\tag{28}
$$

The condition concerns the power that an unsaturated amplifier would add to the wave. It is not enough that the input be small compared with $P_s$: with $G_0=400$, an input of one hundredth of $P_s$ would grow to $4P_s$ if nothing saturated, so saturation near the exit cannot be neglected.

## Output limits and a semiconductor example

The symbols are those of the first half. The power $P$ grows from $P_{\rm in}$ to $P_{\rm out}=GP_{\rm in}$ over the length $L$, and $x=P_{\rm in}/P_s$. The active region has cross-section $A$, confinement factor $\Gamma$, differential gain $a$, transparency density $N_0$ and unsaturated density $N_u$. The recombination rate is $R(N)$, and $1/\tau$ is its slope at $N_u$. The results used here are

$$
g=\frac{g_0}{1+P/P_s},\quad
g_0=\Gamma a(N_u-N_0),\quad
P_s=\frac{h\nu A}{\Gamma a\tau},
\tag{29}
$$

$$
\ln G+x(G-1)=\ln G_0,\qquad G_0=e^{g_0L},\qquad 1<G<G_0.
\tag{30}
$$

### The half-gain point

One measure of saturation is the power at which the total gain has fallen by a factor of two, or about 3 dB. Setting $G=G_0/2$ in (30) gives $x(G_0/2-1)=\ln2$, hence

$$
P_{\rm in}^{(1/2)}=\frac{2\ln2}{G_0-2}P_s.
\tag{31}
$$

Multiplication by $G_0/2$ gives the output power

$$
P_{\rm out}^{(1/2)}=\frac{G_0\ln2}{G_0-2}P_s.
\tag{32}
$$

For $G_0\gg2$ the output tends to $P_s\ln2\simeq0.69P_s$. This is not the power $P_s$ at which the local coefficient is halved. The total gain is the exponential of an integral of $g$, and it is halved when that integral has fallen by $\ln2$. In the high-gain limit the coefficient at the exit is then still $1/(1+\ln2)\simeq0.59$ of $g_0$.

If instead the output equals $P_s$, equation (30) with $xG=1$ gives $\ln(G_0/G)=1-1/G$. At high gain the total gain has then fallen by a factor close to $e$, or about 4.3 dB.

The half-gain point exists only for $G_0>2$. As $G_0$ approaches 2 from above, the input in (31) grows without limit. For $G_0\le2$ the value $G_0/2$ would be at most one, which (30) excludes.

The saturation law and its integral now give the gain for any input, and with it the input and output powers at which the gain is halved. What remains is to find how much power can be extracted, to work through a semiconductor example, and to estimate the effects the model leaves out.
